**Injection locking of a macrospin spin-torque oscillator**

The program tests Adler's equation, dχ/dt = −Δ − Λ sin χ, and the locking interval |Δ| ≤ Λ = ε/(α sin θ₀) against the full Landau–Lifshitz–Gilbert equation with spin torque. Here χ is the oscillator phase relative to the drive, Δ the drive frequency minus the free frequency, ε the rotating field amplitude, α the damping, θ₀ the free polar angle and Γ the tilt relaxation rate. It asserts the free orbit and its decay rate, the driven phase law at 30 random orientations, and the stability of one stationary phase and instability of the other. The edges of the range of stationary states must agree with ±Λ within 0.2 % of Λ, and within 0.4 % for three other choices of damping and current. The transient error must fall roughly in proportion to the drive, and the beat frequencies must agree within 2 %. With a linearly polarized field the oscillator must lock at |Δ| = 0.95 Λ and slip at 1.05 Λ, after an undriven run has bounded the integrator's frequency error by 2 % of Λ. The output gives Λ/2π = 16.18 MHz around a free frequency of 9.809 GHz. It also shows that a drive one hundred times stronger allows a stable locked state and a drifting state at the same detuning.

## Numerical check

```python
"""Injection locking of a macrospin spin-torque oscillator.

Result under test: for a weak rotating field the oscillator phase chi, measured
relative to the drive, obeys Adler's equation
    d chi/dt = -Delta - Lambda sin(chi),   Lambda = eps/(alpha sin(theta0)),
so stationary phases exist for |Delta| <= Lambda.
Full equation: dm/dt = -m x h + alpha m x dm/dt + a m x (m x z),
    h_z = b - w cos(theta).
alpha: damping; a: spin torque; b: static field; w: easy-plane field;
eps: rotating drive amplitude; Delta: drive minus free angular frequency;
theta0: free polar angle; Gamma = alpha w sin(theta0)^2: tilt relaxation rate.
All fields are multiplied by the gyromagnetic ratio and held in rad/ns.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar, root

GYRO = physical_constants["electron gyromag. ratio"][0] * 1e-9  # rad/(ns T)
FIELD_T, PLANE_T, TORQUE_T, DRIVE_T = 0.6, 0.5, 0.007, 1e-5
ALPHA = 0.02
B, W = GYRO * FIELD_T, GYRO * PLANE_T
TORQUE, EPS = GYRO * TORQUE_T, GYRO * DRIVE_T
TO_MHZ = 1e3 / (2 * math.pi)


def llg_rate(m, hx, hy, alpha=ALPHA, torque=TORQUE):
    """Cartesian dm/dt, with the implicit damping term solved for."""
    x, y, z = m
    gx, gy, gz = hx - torque * y, hy + torque * x, B - W * z
    tx, ty, tz = z * gy - y * gz, x * gz - z * gx, y * gx - x * gy
    n = 1 + alpha * alpha
    return ((tx + alpha * (y * tz - z * ty)) / n,
            (ty + alpha * (z * tx - x * tz)) / n,
            (tz + alpha * (x * ty - y * tx)) / n)


def polar_rates(theta, psi, drive_freq, eps, alpha=ALPHA, torque=TORQUE):
    """Rates of theta and psi (azimuth minus drive phase) from llg_rate."""
    s = math.sin(theta)
    x, y, z = s * math.cos(psi), s * math.sin(psi), math.cos(theta)
    rx, ry, rz = llg_rate((x, y, z), eps, 0.0, alpha, torque)
    return np.array([-rz / s, (x * ry - y * rx) / s**2 - drive_freq])


def adler_parameters(eps, alpha=ALPHA, torque=TORQUE):
    free = torque / alpha
    theta0 = math.acos((B - free) / W)
    return free, theta0, eps / (alpha * math.sin(theta0))


def follow(theta, psi, drive_freq, eps, times):
    sol = solve_ivp(lambda t, u: polar_rates(u[0], u[1], drive_freq, eps),
                    (times[0], times[-1]), [theta, psi], t_eval=times,
                    method="DOP853", rtol=1e-9, atol=1e-10)
    assert sol.success
    return sol.y


def stationary(psi, eps, alpha=ALPHA, torque=TORQUE):
    """Polar angle and Delta/Lambda of the full stationary state at given psi."""
    free, theta0, lam = adler_parameters(eps, alpha, torque)
    tilt_scale = lam / (W * math.sin(theta0))

    def residual(u):
        r = polar_rates(theta0 + u[0] * tilt_scale, psi, free + u[1] * lam,
                        eps, alpha, torque)
        return [r[0] / eps, r[1] / lam]

    sol = root(residual, [-math.sin(psi)] * 2, tol=1e-11)
    assert max(abs(np.array(residual(sol.x)))) < 1e-7
    return theta0 + sol.x[0] * tilt_scale, sol.x[1]


def locking_edges(eps, alpha=ALPHA, torque=TORQUE):
    """Smallest and largest Delta/Lambda for which a stationary psi exists."""
    up = minimize_scalar(lambda p: -stationary(p, eps, alpha, torque)[1],
                         bounds=(-2.4, -0.7), method="bounded")
    low = minimize_scalar(lambda p: stationary(p, eps, alpha, torque)[1],
                          bounds=(0.7, 2.4), method="bounded")
    return low.fun, -up.fun


def eigenvalues(theta, psi, drive_freq, eps):
    d = 1e-5
    c1 = (polar_rates(theta + d, psi, drive_freq, eps)
          - polar_rates(theta - d, psi, drive_freq, eps)) / (2 * d)
    c2 = (polar_rates(theta, psi + d, drive_freq, eps)
          - polar_rates(theta, psi - d, drive_freq, eps)) / (2 * d)
    return np.linalg.eigvals(np.column_stack([c1, c2]))


def linear_drive_phases(drive_freq, theta, duration, amplitude, steps=48):
    """Laboratory-frame run, field amplitude*cos(wt) along x.

    Returns the azimuth once per drive cycle, which is the phase difference.
    The integrator's artificial damping shifts the free frequency by an amount
    magnified by 1/alpha, so the time step must be small.
    """
    dt = 2 * math.pi / drive_freq / steps
    field = [amplitude * math.cos(math.pi * k / steps) for k in range(2 * steps + 1)]
    m = (math.sin(theta), 0.0, math.cos(theta))
    phases = [0.0]
    h = dt / 2
    for _ in range(int(duration * drive_freq / (2 * math.pi))):
        for k in range(steps):
            f0, f1, f2 = field[2 * k], field[2 * k + 1], field[2 * k + 2]
            x, y, z = m
            a1, a2, a3 = llg_rate(m, f0, 0.0)
            b1, b2, b3 = llg_rate((x + h * a1, y + h * a2, z + h * a3), f1, 0.0)
            c1, c2, c3 = llg_rate((x + h * b1, y + h * b2, z + h * b3), f1, 0.0)
            d1, d2, d3 = llg_rate((x + dt * c1, y + dt * c2, z + dt * c3), f2, 0.0)
            x += dt * (a1 + 2 * b1 + 2 * c1 + d1) / 6
            y += dt * (a2 + 2 * b2 + 2 * c2 + d2) / 6
            z += dt * (a3 + 2 * b3 + 2 * c3 + d3) / 6
            norm = math.sqrt(x * x + y * y + z * z)
            m = (x / norm, y / norm, z / norm)
        phases.append(math.atan2(m[1], m[0]))
    return np.unwrap(phases)


free, theta0, lam = adler_parameters(EPS)
gamma_tilt = ALPHA * W * math.sin(theta0)**2
print(f"gyromagnetic ratio / 2 pi: {GYRO / (2 * math.pi):.4f} GHz/T")
print(f"static field: {FIELD_T:.2f} T; easy-plane field: {PLANE_T:.2f} T")
print(f"damping: {ALPHA:.3f}; spin-torque field: {TORQUE_T * 1e3:.1f} mT")
print(f"rotating drive amplitude: {DRIVE_T * 1e3:.3f} mT")
print(f"free polar angle: {math.degrees(theta0):.2f} degrees")
print(f"free frequency: {free * TO_MHZ / 1e3:.4f} GHz")
print(f"Gamma / 2 pi: {gamma_tilt * TO_MHZ:.2f} MHz")
print(f"Lambda / 2 pi: {lam * TO_MHZ:.3f} MHz")
print(f"full locking width: {2 * lam * TO_MHZ:.3f} MHz")
print(f"locking interval: {(free - lam) * TO_MHZ / 1e3:.4f} to "
      f"{(free + lam) * TO_MHZ / 1e3:.4f} GHz")
print(f"Lambda/Gamma: {lam / gamma_tilt:.4f}")

# Free orbit, its relaxation rate, and the uniform phase away from the orbit.
assert np.max(np.abs(polar_rates(theta0, 0.3, free, 0.0))) < 1e-10
d = 1e-5
decay = -(polar_rates(theta0 + d, 0, free, 0.0)[0]
          - polar_rates(theta0 - d, 0, free, 0.0)[0]) / (2 * d)
assert abs(decay * (1 + ALPHA**2) / gamma_tilt - 1) < 1e-6
start = math.radians(55)
path = follow(start, 0.0, free, 0.0, np.linspace(0, 20, 201))
shift = math.log(math.tan(start / 2) / math.tan(theta0 / 2)) / ALPHA
assert abs(path[0, -1] - theta0) < 1e-6
assert abs(path[1, -1] - shift) < 1e-4
print(f"azimuth shift after start at 55 degrees, simulated: {path[1, -1]:.4f} rad")
print(f"same shift from the phase formula: {shift:.4f} rad")

# Exact driven phase law at random orientations and strong drive.
rng = np.random.default_rng(4)
for theta, psi in zip(rng.uniform(0.3, 2.8, 30), rng.uniform(-3, 3, 30)):
    strong = 500 * EPS
    r = polar_rates(theta, psi, 0.0, strong)
    phase_rate = r[1] + r[0] / (ALPHA * math.sin(theta))
    law = free - strong * math.sin(psi) / (ALPHA * math.sin(theta))
    assert abs(phase_rate - law) < 1e-8 * (abs(law) + free)

# Range in which the full equation has stationary phase differences.
low, up = locking_edges(EPS)
assert abs(low + 1) < 2e-3 and abs(up - 1) < 2e-3
print(f"full-equation lower edge, Delta/Lambda: {low:.5f}")
print(f"full-equation upper edge, Delta/Lambda: {up:.5f}")
for alpha, torque_t in ((0.02, 0.006), (0.02, 0.009), (0.01, 0.004)):
    e = locking_edges(EPS, alpha, GYRO * torque_t)
    other = adler_parameters(EPS, alpha, GYRO * torque_t)[2]
    assert abs(e[0] + 1) < 4e-3 and abs(e[1] - 1) < 4e-3
    print(f"damping {alpha:.2f}, torque {torque_t * 1e3:.0f} mT: Lambda/2pi "
          f"{other * TO_MHZ:.3f} MHz, full half-width "
          f"{(e[1] - e[0]) / 2 * other * TO_MHZ:.3f} MHz")

# Two stationary phases at half the locking half-width.
for psi, stable in ((-math.pi / 6, True), (-5 * math.pi / 6, False)):
    theta, ratio = stationary(psi, EPS)
    assert abs(ratio - 0.5) < 2e-3
    ev = eigenvalues(theta, psi, free + ratio * lam, EPS)
    assert (max(ev.real) < 0) == stable
    print(f"phase {math.degrees(psi):.0f} degrees: Delta/Lambda {ratio:.4f}, "
          f"largest growth rate {max(ev.real):.4f} 1/ns")
    if stable:
        tilt_part = (B - W * math.cos(theta) - free) / (ratio * lam)
        assert abs(tilt_part - 1) < 0.03
        print(f"locked tilt at that phase: {math.degrees(theta - theta0):.4f} degrees")
        print(f"fraction of Delta supplied by tilt: {tilt_part:.4f}")

# Direct action of the drive on the azimuth with the polar angle frozen.
rates = [polar_rates(theta0, p, free, EPS)[1] for p in np.linspace(0, 2 * np.pi, 721)]
direct = (max(rates) - min(rates)) / 2
assert abs(direct / (EPS / math.tan(theta0)) - 1) < 0.01
print(f"direct azimuthal rate amplitude / 2 pi: {direct * TO_MHZ:.4f} MHz")
print(f"Lambda over direct amplitude: {lam / direct:.1f}")

# Transient phase motion: the error of Adler's equation falls linearly with drive.
errors = []
for eps in (EPS, EPS / 4):
    width = adler_parameters(eps)[2]
    times = np.linspace(0, 6 / width, 400)
    full = follow(theta0, 2.0, free + 0.5 * width, eps, times)[1]
    adler = solve_ivp(lambda t, c: -0.5 * width - width * np.sin(c),
                      (0, times[-1]), [2.0], t_eval=times, rtol=1e-9, atol=1e-10)
    errors.append(np.max(np.abs(full - adler.y[0])))
assert errors[0] < 0.2 and 3 < errors[0] / errors[1] < 5
print(f"largest transient phase error: {errors[0]:.4f} rad")
print(f"same with one quarter of the drive: {errors[1]:.4f} rad")

# Beat frequency outside the interval.
beat = lam * math.sqrt(1.5**2 - 1)
print(f"Adler beat frequency at |Delta| = 1.5 Lambda: {beat * TO_MHZ:.3f} MHz")
for sign in (1, -1):
    times = np.linspace(0, 400, 8001)
    psi = -sign * follow(theta0, 0.0, free + sign * 1.5 * lam, EPS, times)[1]
    first = np.interp(2 * np.pi, psi, times)
    last = np.interp(2 * np.pi * 6, psi, times)
    measured = 2 * np.pi * 5 / (last - first)
    assert abs(measured / beat - 1) < 0.02
    print(f"simulated beat at Delta = {sign * 1.5:+.1f} Lambda: "
          f"{measured * TO_MHZ:.3f} MHz")

# Frequency error of the laboratory-frame integrator, measured without drive.
for steps in (24, 48):
    phases = linear_drive_phases(free, theta0, 30.0, 0.0, steps)
    half = len(phases) // 2
    elapsed = (len(phases) - 1 - half) * 2 * math.pi / free
    frequency_error = (phases[-1] - phases[half]) / elapsed / lam
    print(f"integrator frequency error, {steps} steps per cycle: "
          f"{frequency_error:.4f} Lambda")
assert abs(frequency_error) < 0.02

# Linearly polarized field just inside and just outside both edges.
for ratio in (-1.05, -0.95, 0.95, 1.05):
    phases = linear_drive_phases(free + ratio * lam, theta0, 300.0, 2 * EPS)
    late = phases[-1] - phases[2 * len(phases) // 3]
    total = phases[-1] - phases[0]
    print(f"linear field, Delta = {ratio:+.2f} Lambda: phase change in 300 ns "
          f"{total:.3f} rad, in last 100 ns {late:.4f} rad")
    if abs(ratio) < 1:
        assert abs(late) < 0.05 and abs(total) < np.pi
    else:
        assert -np.sign(ratio) * total > 2 * np.pi

# Strong drive: a stable locked state and a drifting state coexist.
strong = 100 * EPS
wide = adler_parameters(strong)[2]
psi_lock = -math.asin(0.7)
theta_lock, ratio = stationary(psi_lock, strong)
drive_freq = free + ratio * wide
assert max(eigenvalues(theta_lock, psi_lock, drive_freq, strong).real) < 0
times = np.linspace(0, 60, 1201)
held = follow(theta_lock, psi_lock + 0.1, drive_freq, strong, times)[1]
drift = follow(theta0, 0.0, drive_freq, strong, times)[1]
assert abs(held[-1] - psi_lock) < 1e-3
assert abs(drift[-1] - drift[600]) > 20 * np.pi
print(f"strong drive: {strong / GYRO * 1e3:.2f} mT, Lambda/Gamma {wide / gamma_tilt:.2f}, "
      f"Delta/Lambda {ratio:.3f}")
print(f"strong drive, start near lock: final phase offset {abs(held[-1] - psi_lock):.1e} rad")
print(f"strong drive, start on free orbit: drift frequency "
      f"{abs(drift[-1] - drift[600]) / 30 * TO_MHZ:.1f} MHz")
print("tests ok")
```

Printed output:

```
gyromagnetic ratio / 2 pi: 28.0250 GHz/T
static field: 0.60 T; easy-plane field: 0.50 T
damping: 0.020; spin-torque field: 7.0 mT
rotating drive amplitude: 0.010 mT
free polar angle: 60.00 degrees
free frequency: 9.8087 GHz
Gamma / 2 pi: 210.19 MHz
Lambda / 2 pi: 16.180 MHz
full locking width: 32.360 MHz
locking interval: 9.7926 to 9.8249 GHz
Lambda/Gamma: 0.0770
azimuth shift after start at 55 degrees, simulated: -5.1765 rad
same shift from the phase formula: -5.1765 rad
full-equation lower edge, Delta/Lambda: -1.00077
full-equation upper edge, Delta/Lambda: 0.99923
damping 0.02, torque 6 mT: Lambda/2pi 17.516 MHz, full half-width 17.516 MHz
damping 0.02, torque 9 mT: Lambda/2pi 14.689 MHz, full half-width 14.689 MHz
damping 0.01, torque 4 mT: Lambda/2pi 30.578 MHz, full half-width 30.578 MHz
phase -30 degrees: Delta/Lambda 0.4998, largest growth rate -0.0947 1/ns
locked tilt at that phase: 0.0388 degrees
fraction of Delta supplied by tilt: 1.0173
phase -150 degrees: Delta/Lambda 0.4998, largest growth rate 0.0828 1/ns
direct azimuthal rate amplitude / 2 pi: 0.1619 MHz
Lambda over direct amplitude: 100.0
largest transient phase error: 0.0790 rad
same with one quarter of the drive: 0.0203 rad
Adler beat frequency at |Delta| = 1.5 Lambda: 18.090 MHz
simulated beat at Delta = +1.5 Lambda: 18.142 MHz
simulated beat at Delta = -1.5 Lambda: 18.130 MHz
integrator frequency error, 24 steps per cycle: -0.1514 Lambda
integrator frequency error, 48 steps per cycle: -0.0055 Lambda
linear field, Delta = -1.05 Lambda: phase change in 300 ns 7.865 rad, in last 100 ns 2.6015 rad
linear field, Delta = -0.95 Lambda: phase change in 300 ns 1.234 rad, in last 100 ns 0.0004 rad
linear field, Delta = +0.95 Lambda: phase change in 300 ns -1.274 rad, in last 100 ns -0.0009 rad
linear field, Delta = +1.05 Lambda: phase change in 300 ns -8.115 rad, in last 100 ns -0.8462 rad
strong drive: 1.00 mT, Lambda/Gamma 7.70, Delta/Lambda 0.669
strong drive, start near lock: final phase offset 1.3e-10 rad
strong drive, start on free orbit: drift frequency 1033.8 MHz
tests ok
```
